# Bipolar Thermal Conductivity of Two Bands at Open Circuit

**Q.** A film in a chip cooler conducts through two bands in parallel. I know the thermal conductivity of each band when it carries no electric current. With no current through the film, the two should add. Why would there be anything more?

**A.** Because zero total current does not mean zero current in each band. Let $x$ run along the heat flow and let a prime denote $d/dx$. For band $i$, let $j_i$ be the electric current density, $q_i$ the heat flux, $\sigma_i$ the conductivity and $S_i$ the Seebeck coefficient. In linear response,

$$j_i=\sigma_i(E-S_iT'),\qquad q_i=TS_i\,j_i-\kappa_iT'.$$

Here $E=-\phi'$, where $\phi$ is the electrochemical potential expressed as a voltage. A band alone at open circuit has $E=S_iT'$, so $S_i$ is negative for electrons and positive for holes. Setting $j_i=0$ in the second law shows that $\kappa_i$ is the conductivity you describe.

I assume an isotropic solid, one local temperature, one $\phi$ shared by both bands, and no momentum exchange between them. Zero net current requires

$$\sigma_1(E-S_1T')+\sigma_2(E-S_2T')=0
\;\Rightarrow\;
E=\frac{\sigma_1S_1+\sigma_2S_2}{\sigma_1+\sigma_2}\,T'.$$

Put this field back into band 1:

$$j_1=\sigma_1\,\frac{\sigma_1S_1+\sigma_2S_2-(\sigma_1+\sigma_2)S_1}{\sigma_1+\sigma_2}\,T'
=-\sigma_r(S_1-S_2)T',$$

$$\sigma_r=\frac{\sigma_1\sigma_2}{\sigma_1+\sigma_2},\qquad j_2=-j_1.$$

The field is a compromise that suits neither band, so a current circulates.

**Q.** The two currents cancel. Why doesn't their heat cancel too?

**A.** They carry different heat per unit charge, $TS_1$ and $TS_2$. Adding the heat fluxes with $j_2=-j_1$ gives

$$q=T(S_1-S_2)j_1-(\kappa_1+\kappa_2)T'
=-(\kappa_1+\kappa_2+\kappa_b)T',$$

$$\boxed{\kappa_b=T(S_1-S_2)^2\frac{\sigma_1\sigma_2}{\sigma_1+\sigma_2}}$$

This is a conductivity; the extra heat flux is $-\kappa_bT'$. The Seebeck difference enters twice, once to drive the circulation and once to set the heat it carries. The square makes $\kappa_b$ non-negative, whichever band is called 1. It vanishes if the Seebeck coefficients agree or if one band does not conduct.

For holes and electrons, $S_p-S_n>0$, so the hole current points toward the cold end. The electron current points toward the hot end, which means that the electrons themselves also move toward the cold end. Pairs are generated where it is hot and recombine where it is cold.

**Q.** Currents circulate with no battery. What pays for their resistive loss?

**A.** The heat flow does. In steady state $q'=jE$, so the entropy produced per unit volume and time is

$$(q/T)'=\frac{jE}{T}-\frac{qT'}{T^2}.$$

Insert the band laws and sum over bands:

$$\sum_i\left[\frac{j_i(E-S_iT')}{T}+\frac{\kappa_iT'^2}{T^2}\right]
=\sum_i\left[\frac{j_i^2}{\sigma_iT}+\frac{\kappa_iT'^2}{T^2}\right].$$

At open circuit $j=0$, and the total entropy production is $-qT'/T^2=(\kappa_1+\kappa_2+\kappa_b)T'^2/T^2$. Equating this to the last sum and multiplying by $T$ leaves

$$\frac{\kappa_bT'^2}{T}=j_1^2\left(\frac1{\sigma_1}+\frac1{\sigma_2}\right)=\frac{j_1^2}{\sigma_r}=\sigma_r(S_1-S_2)^2T'^2,$$

which is the boxed result again.

**Q.** You used the same $S_i$ in the current and in the heat. That looks like the step on which everything rests.

**A.** It is Onsager symmetry, and for independent carriers it can be seen directly. Let $\Sigma_i(\varepsilon)$ be the transport distribution, a conductivity whose thermal average over energy is $\sigma_i$, $f$ the Fermi function and $\zeta$ the chemical potential. The Boltzmann equation in the relaxation-time approximation gives, for electronic states of charge $-e$,

$$j_i=\int\Sigma_i\left(-\frac{\partial f}{\partial\varepsilon}\right)\left[E+\frac{\varepsilon-\zeta}{eT}T'\right]d\varepsilon.$$

The heat flux has the same integrand multiplied by $-(\varepsilon-\zeta)/e$. With $L_{r,i}=\int\Sigma_i(\varepsilon-\zeta)^r(-\partial f/\partial\varepsilon)\,d\varepsilon$,

$$\sigma_i=L_{0,i},\qquad S_i=-\frac{L_{1,i}}{eTL_{0,i}},\qquad
\kappa_i=\frac{L_{2,i}-L_{1,i}^2/L_{0,i}}{e^2T}.$$

The same moment $L_{1,i}$ appears in both fluxes, hence the Peltier coefficient $TS_i$. The last formula follows on eliminating $E$ at $j_i=0$.

This also gives a second derivation. For the whole solid, use the summed moments in the formula for $\kappa$. The $L_2$ terms add, so the excess over $\kappa_1+\kappa_2$ comes from the squares. Write $a=L_{0,1}$, $b=L_{0,2}$, $y=L_{1,1}/a$, $z=L_{1,2}/b$:

$$ay^2+bz^2-\frac{(ay+bz)^2}{a+b}=\frac{ab(y-z)^2}{a+b}.$$

Since $y-z=-eT(S_1-S_2)$, division by $e^2T$ returns $\kappa_b$.

**Q.** How large is the Seebeck difference between an electron band and a hole band?

**A.** Take parabolic bands with acoustic-phonon scattering. With $X$ the energy into the band divided by $kT$, the squared velocity varies as $X$, the density of states as $X^{1/2}$ and the scattering time as $X^{-1/2}$, so $\Sigma\propto X$. Without degeneracy the mean energy carried is

$$\langle X\rangle=\frac{\int_0^\infty X^2e^{-X}dX}{\int_0^\infty Xe^{-X}dX}=2.$$

Let $\eta_n=(\zeta-E_c)/kT$ and $\eta_p=(E_v-\zeta)/kT$, where $E_c$ and $E_v$ are the band edges. Then $S_n=-(k/e)(2-\eta_n)$ and $S_p=(k/e)(2-\eta_p)$. Because $\eta_n+\eta_p=-E_g/kT$,

$$S_p-S_n=\frac ke\left(\frac{E_g}{kT}+4\right).$$

Each pair carries heat $eT(S_p-S_n)=E_g+4kT$: the gap plus $2kT$ from each carrier. The Fermi level has dropped out.

In this limit $\sigma_n\sigma_p\propto e^{-E_g/kT}$ is also independent of the Fermi level. At fixed temperature, $\kappa_b$ is therefore largest where $\sigma_n+\sigma_p$ is smallest, which for a fixed product is at $\sigma_n=\sigma_p$.

**Q.** My film is heavily doped. Does that limit still serve?

**A.** For the holes it needs correcting. Define $F_r(\eta)=\int_0^\infty X^r\,dX/(1+e^{X-\eta})$. Integrating the moments by parts gives

$$\sigma_i=eN\mu_iF_0,\qquad |S_i|=\frac ke\left(\frac{2F_1}{F_0}-\eta_i\right),$$

$$\kappa_i=\left(\frac ke\right)^2\sigma_iT\left[\frac{3F_2}{F_0}-\left(\frac{2F_1}{F_0}\right)^2\right].$$

Here $N=2(2\pi mkT/h^2)^{3/2}$, and $\mu_i$ is the mobility in the nondegenerate limit.

Consider a bismuth-telluride-like p-type film at 350 K, near a chip's hot spot. Rough typical values are a gap of 0.15 eV, a density-of-states mass of one electron mass in each band, a lattice conductivity of 1.2 W/mK, and electron and hole mobilities of 800 and 500 cm²/Vs at 300 K. Scaled as $T^{-3/2}$, the mobilities become 635 and 397 cm²/Vs. I choose $2\times10^{19}$ ionized acceptors per cm³. Charge neutrality then puts the Fermi level 0.0066 eV above the valence edge, with $2.03\times10^{19}$ holes and $2.7\times10^{17}$ electrons per cm³.

The conductivities are $\sigma_p=1184$ and $\sigma_n=27.6$ S/cm; the Seebeck coefficients are 218 and −582 µV/K. Thus

$$\sigma_r=\frac{27.61\times1184}{27.61+1184}=27.0\ \text{S/cm}=2.70\times10^3\ \text{S/m},$$

$$\kappa_b=350\times(8.007\times10^{-4})^2\times2.70\times10^3=0.61\ \text{W/mK}.$$

**Q.** Electrons supply about 2% of the electrical conductivity. How can they matter this much?

**A.** When $\sigma_n\ll\sigma_p$, $\sigma_r\simeq\sigma_n$: the minority band limits the circulation. But each pair carries $eT(S_p-S_n)=0.28$ eV, over nine times $kT$. The electrons' own zero-current conductivity is 0.014 W/mK, and that of the holes is 0.66 W/mK. With the lattice, the total without circulation is $\kappa_0=1.875$ W/mK; with it, 2.48 W/mK. The bipolar part is 24% of that total.

The figure of merit is $zT=S^2\sigma T/\kappa$, with $\sigma=\sigma_n+\sigma_p$. The net Seebeck coefficient is 200 µV/K, and $zT$ falls from 0.91 to 0.68 when $\kappa_b$ is included.

Put 10 K across a 10 µm film. The circulating current is

$$2.70\times10^3\times8.007\times10^{-4}\times10^6=2.16\times10^6\ \text{A/m}^2,$$

or 216 A/cm² in each band, with zero sum. It carries 61 W/cm² of heat.

**Q.** Can I dope it away, and what happens if the hot spot gets hotter?

**A.** At 350 K, with the other parameters fixed, $\kappa_b$ is 2.1 W/mK undoped, 1.17 at $10^{19}$ acceptors per cm³ and 0.20 at $5\times10^{19}$. More holes mean fewer electrons. But raising $\eta_p$ also lowers $S_p$, so the smallest $\kappa_b$ need not give the best cooler.

Heating works the other way. At the original doping, with the gap fixed, $\kappa_b$ rises from 0.21 W/mK at 300 K to 0.61 at 350 K and 1.3 at 400 K. The nondegenerate limit explains the first step. At fixed hole density, $n\propto T^3e^{-E_g/kT}$; multiplying by the mobility factor $T^{-3/2}$ and the explicit $T$ gives

$$\kappa_b\propto T^{5/2}e^{-E_g/kT}\left(\frac{E_g}{kT}+4\right)^2.$$

Between 300 and 350 K the factors are 1.47, 2.29 and 0.84. Their product is 2.8, against 2.9 from the full calculation.

**Q.** Is this effect then just another name for electron–hole pairs?

**A.** No. The derivation never used opposite signs. Pair the valence band with a second one 0.05 eV deeper, with the same mass and mobility, hold the Fermi level fixed, and leave the electrons out. The hole–hole term is 0.12 W/mK. Holes in the deeper band, which has the larger Seebeck coefficient, flow toward the cold end; a compensating hole current returns in the upper band. No gap energy is carried, and the extra heat is smaller here. If the electron band is kept, the hole–hole term is still 0.12 W/mK, but the electrons then carry about two thirds of the return current.

**Q.** You gave both bands the same electrochemical potential. In a thin film, who guarantees that?

**A.** In a uniform film with a small temperature drop, contacts that exchange carriers freely with both bands are enough. Otherwise it takes fast recombination inside the film. Suppose instead that the contacts block each band current separately. Let $u=\phi_1-\phi_2$, $\Delta S=S_1-S_2$ and $j_1=-j_2=j$. Transfer between bands obeys $j'=-Gu$, with $G>0$: the band at higher potential loses current to the other. Subtracting the two current laws gives

$$-u'=\frac{j}{\sigma_r}+\Delta S\,T'.$$

To linear order the heat flux $Q=T\Delta S\,j-\kappa_0T'$ is uniform. Solving it for $T'$ and substituting,

$$-u'=\frac{j}{\sigma_r}\left(1+\frac{\kappa_b}{\kappa_0}\right)-\frac{\Delta S\,Q}{\kappa_0}.$$

Since $u'=-j''/G$, this becomes

$$j''=\frac{j-j_\infty}{\lambda^2},\qquad
\lambda^2=\frac{\sigma_r}{G(1+\kappa_b/\kappa_0)},\qquad
j_\infty=\frac{\sigma_r\Delta S\,Q}{\kappa_0+\kappa_b}.$$

With $j=0$ at $x=\pm L/2$,

$$j=j_\infty\left[1-\frac{\cosh(x/\lambda)}{\cosh(L/2\lambda)}\right],\qquad
\frac{\bar j}{j_\infty}=f=1-\frac{2\lambda}{L}\tanh\frac{L}{2\lambda},$$

where $\bar j$ is the average over the film. Integrating $-T'=(Q-T\Delta S\,j)/\kappa_0$ gives the temperature drop

$$\frac{QL}{\kappa_0}\left[1-\frac{f\kappa_b}{\kappa_0+\kappa_b}\right],
\quad\text{so}\quad
\kappa_{\rm eff}=\frac{\kappa_0}{1-f\kappa_b/(\kappa_0+\kappa_b)}.$$

For $L\gg\lambda$, $f\to1$ and $\kappa_{\rm eff}\to\kappa_0+\kappa_b$. For $L\ll\lambda$, $f\simeq L^2/12\lambda^2$ and the extra heat disappears.

**Q.** What sets $G$, and is my film thick or thin?

**A.** Let $\tau$ be the pair lifetime, and call the hole band 1, so that $u>0$ means excess pairs. Neutrality makes the excess densities of electrons and holes equal, $\delta n=\delta p$. Their chemical potentials together shift by $eu=\delta n(1/\chi_n+1/\chi_p)$, where $\chi_n$ and $\chi_p$ are the derivatives of the densities with respect to their own chemical potentials. With $1/\chi=1/\chi_n+1/\chi_p$, $\delta n=\chi eu$. The transfer current per volume is $e\,\delta n/\tau$, so $G=e^2\chi/\tau$.

For a chosen lifetime of 0.1 ns, $\lambda=0.38$ µm. With blocking contacts, a 10 µm film has 2.42 W/mK, a loss of about 10% of the bipolar part. A 1 µm film has 2.05 W/mK, and a 0.1 µm film 1.88 W/mK, almost the value without circulation. These comparisons hold the material parameters fixed and omit size effects on the lattice.

**Q.** Which of these numbers would survive in a real cooler?

**A.** None of them to two digits, and $\kappa_b$ perhaps not even to its order of magnitude. It depends steeply on the gap and the band masses, and the changes below are made one at a time, though several can act together. Bismuth telluride is layered, and the mobilities above are in-plane values. If heat crosses the layers, rough mobility reductions of 4 for electrons and 2.5 for holes lower $\kappa_b$ from 0.61 to 0.15 W/mK. This is the largest of the changes compared in this answer. Kane nonparabolicity in both bands, at the same doping and band-edge parameters, gives 0.45 W/mK if only the velocity and density of states are changed. That value omits the overlap of the Bloch states, which weakens scattering away from the band edge. Including it gives about 0.58 W/mK for equal and opposite deformation potentials and about 0.83 for equal ones, so even the direction of this change is uncertain. A gap narrowed to 0.145 eV by heating gives 0.68. Boltzmann statistics would have given 0.71, about 16% above the Fermi–Dirac value. Alloying with antimony telluride lowers the lattice conductivity, so the total of 2.5 W/mK is high for a good p-type cooler material. Drag between electrons and holes has not been sized.



**Q.** Has the central formula been tested apart from its own algebra?

**A.** Only in part. Energy integration of the summed transport distribution, at 300, 350 and 450 K and for acceptor densities of zero, $2\times10^{19}$ and $5\times10^{19}$ cm⁻³, reproduced $\kappa_b$ within one part in $10^4$. That agreement is the moment identity of the second derivation, which holds for any two distributions, so it checks the Fermi-integral formulas and the arithmetic rather than the law itself. A discretized bar with separate band potentials and blocking contacts matched $\kappa_{\rm eff}$ within 0.3%, but it rests on the same band laws. Neither tests the rough material parameters. Most of the remaining values are in the numerical output below.

## Numbers as computed

```
Temperature: 350 K
Gap (rough): 0.15 eV
Density-of-states mass, each band (rough): 1 m_e
Electron mobility at 300 K (rough): 800 cm2/Vs
Hole mobility at 300 K (rough): 500 cm2/Vs
Electron mobility at 350 K: 634.8 cm2/Vs
Hole mobility at 350 K: 396.8 cm2/Vs
Net acceptor density: 2e+19 cm^-3
Fermi level above valence edge: 0.006635 eV
Electron density: 2.718e+17 cm^-3
Hole density: 2.027e+19 cm^-3
Electron conductivity: 27.61 S/cm
Hole conductivity: 1184 S/cm
Product over sum of conductivities: 26.99 S/cm
Electron Seebeck: -582.3 uV/K
Hole Seebeck: 218.3 uV/K
Seebeck difference, hole minus electron: 800.7 uV/K
Total Seebeck: 200.1 uV/K
Lattice thermal conductivity (rough): 1.2 W/mK
Electron-band thermal conductivity: 0.01437 W/mK
Hole-band thermal conductivity: 0.6608 W/mK
Bipolar thermal conductivity: 0.6055 W/mK
Total thermal conductivity: 2.481 W/mK
Bipolar share of total: 24.41 %
Figure of merit zT without bipolar term: 0.9059
Figure of merit zT with bipolar term: 0.6847
Film thickness: 10 um
Temperature drop: 10 K
Circulating band current, net zero: 216.1 A/cm2
Bipolar heat flux: 60.55 W/cm2
Open-circuit field: 2.001e-06 MV/cm
Bipolar conductivity at 300 K: 0.2109 W/mK
Bipolar conductivity at 400 K: 1.315 W/mK
Bipolar conductivity at 450 K: 2.307 W/mK
Bipolar conductivity, 350 K, doping 0e+00 cm^-3: 2.106 W/mK
Bipolar conductivity, 350 K, doping 5e+18 cm^-3: 1.783 W/mK
Bipolar conductivity, 350 K, doping 1e+19 cm^-3: 1.168 W/mK
Bipolar conductivity, 350 K, doping 5e+19 cm^-3: 0.199 W/mK
Second valence band depth (chosen): 0.05 eV
Hole-hole extra conductivity: 0.1201 W/mK
Bipolar term with Boltzmann statistics: 0.7053 W/mK
Bipolar term with Kane bands: 0.4494 W/mK
Electron mobility anisotropy (rough): 4
Hole mobility anisotropy (rough): 2.5
Bipolar term across the layers: 0.1527 W/mK
Gap after heating from 300 K (rough slope): 0.145 eV
Bipolar term with that gap: 0.6844 W/mK
Pair lifetime (chosen): 0.1 ns
Recombination decay length: 0.3795 um
Total conductivity, blocking contacts, 0.1 um film: 1.878 W/mK
Total conductivity, blocking contacts, 1 um film: 2.046 W/mK
Total conductivity, blocking contacts, 10 um film: 2.421 W/mK
Total conductivity, blocking contacts, 100 um film: 2.475 W/mK
```
